# Shooting the Homann equation for wall shear under a rinse jet

## What fails without the wall curvature

A rinse jet of diameter $d=4$ mm and speed $U=1.5$ m/s strikes a wafer. The quick estimate of its shear stress, $\mu U/d$ with viscosity $\mu=0.90$ mPa s, gives $0.34$ Pa. At 1 mm from the axis, the calculation below gives $7.7$ Pa, about 23 times as much. The estimate uses the wrong length, since the liquid slows down across a layer far thinner than the jet. It also misses that the stress vanishes on the axis and, near the axis, grows with radius.

Using the right length still leaves a pure number to be found. Setting it to one makes the stress 24% too low, and taking it from a differently scaled equation makes it wrong by the ratio of the scales. The number is the wall curvature $f''(0)=1.312$ of the Homann profile. This note derives the equation, solves it by shooting, and states where the resulting stress law applies.

## From the flow equations to one function

Let $r$ be the distance from the jet axis and $z$ the height above a flat, fixed wall. The liquid is Newtonian, with constant density $\rho$ and kinematic viscosity $\nu=\mu/\rho$. The flow is steady and axisymmetric, without swirl. Gravity is left out here and sized later. Far above the wall the radial velocity is $u=ar$, where $a$ is the strain rate, in 1/s.

The balance of viscosity and strain sets the length $\ell=\sqrt{\nu/a}$. Put

$$\eta=z/\ell,\qquad u=a r f'(\eta),$$

with a prime for $d/d\eta$. Continuity reads

$$\frac1r\frac{\partial(ru)}{\partial r}+\frac{\partial w}{\partial z}=0 .$$

Its first term is $2af'$. Integrating from the wall, where $w=0$ and we choose $f(0)=0$, gives

$$w=-2a\ell f=-2\sqrt{a\nu}\,f .$$

The minus sign means flow towards the wall.

Since $w$ depends on $z$ alone, the axial momentum equation is

$$w\frac{dw}{dz}=-\frac1\rho\frac{\partial p}{\partial z}+\nu\frac{d^2w}{dz^2}.$$

It integrates to $p/\rho=-w^2/2+\nu\,dw/dz+C(r)$. Hence $\partial p/\partial r$ is the same at every height and can be read off far from the wall. There $u=ar$, the viscous terms vanish, and $u\,\partial u/\partial r=a^2r$, so $-\rho^{-1}\partial p/\partial r=a^2r$. At the wall both $w$ and $dw/dz=-2af'(0)$ are zero, which leaves

$$p_{\rm wall}(r)=p_0-\tfrac12\rho a^2r^2 .$$

The terms of the radial momentum equation are

- $u\,\partial u/\partial r=a^2r f'^2$;
- $w\,\partial u/\partial z=(-2\sqrt{a\nu}f)(arf''/\ell)=-2a^2r ff''$, because $\sqrt{a\nu}/\ell=a$;
- $\nu\,\partial^2u/\partial z^2=\nu arf'''/\ell^2=a^2rf'''$.

The remaining viscous terms, $\nu(\partial^2u/\partial r^2+r^{-1}\partial u/\partial r-u/r^2)$, cancel because $u$ is linear in $r$. Dividing the balance by $a^2r$ gives $f'^2-2ff''=1+f'''$, or

$$f'''+2ff''+1-f'^2=0, \tag{1}$$

$$f(0)=f'(0)=0,\qquad f'(\infty)=1 .$$

No boundary-layer approximation was made: for an unbounded wall and this outer flow, (1) follows from the full Navier–Stokes equations.

At the wall $\partial w/\partial r=0$, so the outward stress on the wall is

$$\tau=\mu\left.\frac{\partial u}{\partial z}\right|_0=\frac{\mu ar}{\ell}f''(0)=s_*\,\rho\,\nu^{1/2}a^{3/2}r,\qquad s_*=f''(0). \tag{2}$$

The value of $s_*$ belongs to this scaling. With $\xi=\sqrt2\,\eta$ and $f=\phi(\xi)/\sqrt2$ we have $f'=\phi'$, $f''=\sqrt2\,\phi''$ and $f'''=2\phi'''$. Equation (1) becomes $2\phi'''+2\phi\phi''+1-\phi'^2=0$, whose wall curvature is $1.312/\sqrt2=0.928$. The stress is unchanged if the length $\ell/\sqrt2$ goes with it.

## Why bisection is safe

Replace the far condition by a trial value $f''(0)=s$ and integrate outward. Stop at the first of two events:

- overshoot: $f'$ reaches 1 while $f''>0$;
- turnover: $f''$ reaches 0 while $f'<1$.

After a turnover nothing is gained by going on. At a zero of $f''$ with $|f'|<1$, (1) gives $f'''=f'^2-1<0$, so $f''$ cannot become positive again while $|f'|<1$.

To order the trials, use $v=f'$ as the independent variable and write $y(v)=f''$. This is allowed while $f''>0$. Then $f'''=y\,dy/dv$ and $d\eta=dv/y$, so (1) becomes

$$\frac{dy}{dv}=-\frac{1-v^2}{y}-2f,\qquad f(v)=\int_0^v\frac{v'}{y(v')}\,dv' . \tag{3}$$

Take two trials with $y_2(0)>y_1(0)$. As long as $y_2>y_1>0$, the integral gives $f_2\le f_1$, and the first term of (3) is less negative for trial 2. Both effects give $d(y_2-y_1)/dv\ge0$. The gap therefore never falls below its initial value.

A solution that rises steadily to $f'=1$ has $y\to0$ as $v\to1$. Two such solutions would have zero gap there, so there is at most one, with $s=s_*$. A trial with $s>s_*$ arrives at $v=1$ with $f''\ge s-s_*$ and overshoots. A trial with $s<s_*$ runs out of $y$ at some $v<1$ and turns over.

Existence follows from the same two classes. Each is an open set of $s$, because each event is crossed with nonzero slope. The trial $s=1$ turns over and $s=2$ overshoots, so some value between them does neither. The two events cannot coincide, since $f'=1$, $f''=0$ at one point would force $f'=1$ everywhere. For this trial $f'$ rises forever to a limit $V\le1$. If $V<1$, then (1) with $f,f''>0$ gives $f'''<-(1-V^2)$, which would drive $f''$ negative. Hence $V=1$.

As a test, 15 evenly spaced trials from 0.2 to 3.0 fell into the predicted classes. The trial $s=1.4$ reaches $f'=1$ with $f''=0.375$, above the guaranteed $1.4-1.312=0.088$. The trial $s=1.2$ turns over at $f'=0.777$.

## Newton refinement and the cutoff

Bisection gains one binary digit per integration. Newton's method is faster once the bracket is small. Let $h=\partial f/\partial s$. Differentiating (1) and the initial values with respect to $s$ gives

$$h'''=-2(hf''+fh'')+2f'h', \tag{4}$$

$$h(0)=h'(0)=0,\qquad h''(0)=1 .$$

At a finite cutoff $L$ we require $f'(L)=1$. Linearizing this condition in $s$ gives the update

$$s\leftarrow s-\frac{f'(L)-1}{h'(L)} .$$

The conditioning follows from the far field. There $f\simeq\eta-\delta_*$, where $\delta_*=\int_0^\infty(1-f')\,d\eta$. With $\zeta=\eta-\delta_*$ and $f''\to0$, $k=h'$ obeys

$$k''+2\zeta k'-2k=0 . \tag{5}$$

One solution is $k=\zeta$. For the other, set $k=\zeta m$. Then $k'=m+\zeta m'$ and $k''=2m'+\zeta m''$, and (5) becomes $\zeta m''+(2+2\zeta^2)m'=0$. Hence $m'\propto\zeta^{-2}e^{-\zeta^2}$, and for large $\zeta$ the second solution falls as $\zeta^{-2}e^{-\zeta^2}$.

A small error in $s$ is thus amplified only in proportion to $\zeta$, with no exponential growth in this linear regime. Between $L=5$ and $L=6$ the computed $h'(L)$ grows by a factor 1.2257, which is also the value of $(6-\delta_*)/(5-\delta_*)$.

The true profile obeys (5) too: put $f'=1-k$ in (1) and drop $k^2$. Since it tends to 1, it contains only the decaying solution. Forcing $f'(L)=1$ removes a defect of order $\zeta^{-2}e^{-\zeta^2}$, and dividing by the sensitivity, proportional to $\zeta$, gives

$$s(L)-s_*\propto\zeta_L^{-3}e^{-\zeta_L^2},\qquad \zeta_L=L-\delta_* .$$

The computed errors are $3.6\times10^{-3}$, $2.0\times10^{-5}$ and $2.2\times10^{-8}$ at $L=2,3,4$. From $L=3$ to 4 the law predicts a factor $1.0\times10^{-3}$; the computed factor is $1.1\times10^{-3}$. At $L=2$ the asymptotic form is less accurate.

## Pseudocode and cost

```
F3(f, f1, f2) = f1^2 - 1 - 2*f*f2

classify(s):
    start from (f, f1, f2) = (0, 0, s)
    integrate f' = f1, f1' = f2, f2' = F3
    if f1 reaches 1 first: return HIGH
    if f2 reaches 0 first: return LOW

low = 1; high = 2
while high - low > 0.005:
    s = (low + high)/2
    if classify(s) is HIGH: high = s
    else:                   low = s

s = (low + high)/2; L = 6
repeat:
    integrate (1) and (4) together to L
    ds = -(f1(L) - 1)/h1(L)
    s = s + ds
until |ds| < 1e-10

ell = sqrt(nu/a)
tau(r) = mu*a*r*s/ell
```

Eight halvings shrink the bracket from 1 to $1/256$. Three Newton updates follow, each integrating six first-order equations. The iterates are

$$1.3105469,\quad 1.3119372,\quad 1.3119377,\quad 1.3119377 .$$

The error drops from $1.4\times10^{-3}$ to $4.8\times10^{-7}$ in one update, as quadratic convergence requires. Bisection alone would need 34 halvings to reach a width of $10^{-10}$. Storage does not grow with the number of steps if the profile is not kept.

Newton's method has no guarantee far from the root, which is why bisection comes first. If an update leaves the bracket, reject it and halve again. Event detection needs a range long enough for the trial to declare itself, but the event moves outward only slowly as $s$ approaches $s_*$: even at a distance of $10^{-10}$ it occurs near $\eta=5$. Bisection stops at a width of 0.005 because Newton's method needs far fewer integrations from there.

## Two checks on the number

Integrate (1) over all $\eta$. The first term gives $-s_*$, so

$$s_*=\int_0^\infty(1-f'^2)\,d\eta+2\int_0^\infty ff''\,d\eta .$$

In the second integral write $f''=(f'-1)'$ and integrate by parts. The boundary term $f(f'-1)$ vanishes at both ends, leaving $2\int f'(1-f')\,d\eta=2\theta$, with $\theta=\int_0^\infty f'(1-f')\,d\eta$. In the first integral, $1-f'^2=(1-f')+f'(1-f')$. Together,

$$s_*=\delta_*+3\theta .$$

The profile gives $\delta_*=0.5689$ and $\theta=0.2477$, hence $0.5689+0.7430=1.3119$. A collocation solution of the boundary-value problem, which does not shoot, gives 1.311938 as well.

The stress law was tested without the similarity variable. With $u=rA(z,t)$, the radial momentum equation in physical units is

$$\frac{\partial A}{\partial t}+A^2+w\frac{\partial A}{\partial z}=a^2+\nu\frac{\partial^2A}{\partial z^2},\qquad w=-2\int_0^zA\,dz' .$$

Finite differences on 160 cells, started from $A=a$ everywhere except at the wall, settle to 7.717 Pa at 1 mm for the example below, in agreement with (2). Doubling $a$, and separately halving $\nu$ at fixed density, gives the powers $a^{1.500}$ and $\nu^{0.500}$. The wall stress comes within 1% of its final value after 2.6 ms, or $0.88/a$. Changes of the jet that are slow on this scale may be treated as a sequence of steady states.

## The rinse jet in numbers

Equation (1) does not supply $a$. For a jet, dimensional reasoning with an inviscid outer flow gives $a=cU/d$, where $c$ depends on the nozzle profile and stand-off. We take $c=0.9$ as a rough input for a nearly uniform free jet in air; it is not derived here. Then

$$a=\frac{0.9\times1.5}{0.004}=337.5\ {\rm s^{-1}},\qquad \ell=\sqrt{\frac{9.0\times10^{-7}}{337.5}}=51.6\ \mu{\rm m}.$$

The velocity reaches 99% of its outer value at $\eta=1.94$, or 100 µm, which is 5% of the jet radius. At $r=1$ mm,

$$\tau=\frac{(9.0\times10^{-4})(337.5)(10^{-3})(1.312)}{5.164\times10^{-5}}=7.7\ {\rm Pa},$$

or 77 dyn/cm². At 0.5 and 0.25 mm it is 3.9 and 1.9 Pa.

The strain rate can be measured instead of assumed. With a linear outer speed, the wall pressure falls by $\rho a^2r^2/2=57$ Pa between the axis and 1 mm, out of a stagnation pressure of 1125 Pa. For a uniform free jet the drop at 1 mm is about 7% larger, because the outer speed rises slightly faster than $ar$; $a$ is therefore best taken from pressures closer to the axis. Because $a\propto(\Delta p)^{1/2}$, the stress varies as $(\Delta p)^{3/4}$ at fixed $r$, and a 4% error in the pressure drop costs 3% in stress.

A small particle sees much less than the jet speed. Differentiating (1) gives $f''''=-2ff'''$. Near the wall $f\simeq s_*\eta^2/2$ and $f'''\simeq-1$, so $f''''\simeq s_*\eta^2$. Three integrations yield

$$f'=s_*\eta-\frac{\eta^2}{2}+\frac{s_*\eta^5}{60}+\dots$$

At 50 nm above the wall and $r=1$ mm the undisturbed speed is 0.43 mm/s. The quadratic term changes it by less than 0.04%, so $\tau z/\mu$ suffices. Whether a particle detaches depends also on adhesion, which this flow calculation does not contain.

Equation (2) also gives a scaling for nozzles. At fixed flow rate, $U\propto d^{-2}$ and $a\propto d^{-3}$, so at fixed $r$ and $c$ the stress varies as $d^{-9/2}$. Halving the diameter raises it 23-fold, but over a smaller region, since the law holds only within a fraction of $d$.

## Where the stress law stops

The linear rise with $r$ cannot continue. If the wall pressure does not fall below ambient, Bernoulli's equation limits the outer speed to about $U$, so $ar<U$ and $r<d/c=4.4$ mm. The law fails well before that.

To see how, let the outer speed be $r-er^3$ in units with $a=\nu=1$, with $er^2$ small. In the thin-layer approximation write $u=rf'+er^3g'$; continuity then gives $w=-2f-4er^2g$. At order $er^3$:

- $u\,\partial u/\partial r$ gives $3f'g'+f'g'=4f'g'$;
- $w\,\partial u/\partial\eta$ gives $-2fg''-4gf''$;
- the pressure force $(r-er^3)(1-3er^2)$ gives $-4$;
- viscosity gives $g'''$.

Therefore

$$g'''+2fg''+4gf''-4f'g'-4=0,$$

$$g(0)=g'(0)=0,\qquad g'(\infty)=-1 .$$

Its solution has $g''(0)=-2.963$, and the relative change of stress is $er^2g''(0)/s_*=-2.26\,er^2$. The stress falls by more than twice the relative fall in outer speed; the pressure force, which drives the layer, falls by $4er^2$.

To illustrate the size of the correction, not to model the jet above, take $u_e=ar/\sqrt{1+(ar/U)^2}$, which levels off at $U$. Expanding it gives $er^2=(ar/U)^2/2$ in physical units. At 1 mm $ar/U=0.225$, so the stress drops by $2.26\times0.0253=5.7\%$. At 2 mm, the jet's edge, the first-order drop is 23%, too large for a first-order result to be accurate. A real jet has its own $u_e(r)$, and even the sign of $e$ can differ. For a uniform free jet, potential flow gives an outer speed that at first rises faster than $ar$, by roughly 4% at 1 mm here; the same first-order formula then raises the stress by roughly 8%. Farther out the liquid is a thin film and needs a different model.

## Comparison with a real rinse

The example's flow rate is 1.1 L/min. A real rinse can depart from the assumptions in several ways. The following shifts refer to 7.7 Pa at 1 mm, each with the other inputs held fixed.

The least certain input is the nozzle profile. Values $c=0.8$ and 1.0 give 6.5 and 9.0 Pa. A jet peaked on its axis has a larger strain rate than a uniform one of the same mean speed; if $a$ doubles, the stress rises by a factor $2^{3/2}=2.8$. A fully parabolic profile of the same mean speed raises $a$ much more, roughly fivefold by an inviscid estimate, which is about an order of magnitude in stress. The jet Reynolds number is about 6700, so a long feed tube may deliver turbulent liquid. A slow 5% swing in speed moves the stress by 7.5%, but enhancement by fast turbulent eddies is not included.

A fall of 10 mm from nozzle to wafer raises the speed and narrows the jet. With $d\propto U^{-1/2}$ from conservation of flow, $a\propto U^{3/2}$ and $\tau\propto U^{9/4}$; the result is 10% more stress. The capillary pressure in the jet is 3% of the stagnation pressure, for a rough surface tension of 0.072 N/m. That ratio indicates a small effect but is not itself a shift in stress. For hot water with viscosity near 0.47 mPa s, a rough value for 60 °C, (2) gives a factor $\sqrt{0.47/0.90}=0.72$.

The wafer may also spin. For a jet on the rotation axis, set the azimuthal velocity to $\Omega rG(\eta)$. The centripetal term adds $(\Omega/a)^2G^2$ to the left side of (1). The azimuthal balance, divided by $a\Omega r$, is

$$G''+2fG'-2f'G=0,\qquad G(0)=1,\quad G(\infty)=0 .$$

At 300 rpm $\Omega/a=0.093$. The radial stress rises by 0.2%, and the tangential stress is 8% of the radial one. Spin is thus a minor correction under this jet. That conclusion holds for small $\Omega/a$ and a jet on the axis; an off-axis jet meets a moving wall and is not described by these equations.

The numerical output below lists the iterates, cutoff study and example values.

## Calculated quantities

```
bisection steps: 8; bracket 1.308594 to 1.312500
Newton iterate 0: s = 1.3105468750
Newton iterate 1: s = 1.3119372117
Newton iterate 2: s = 1.3119376939
Newton iterate 3: s = 1.3119376939
cutoff L = 2: s = 1.315541340
cutoff L = 3: s = 1.311957987
cutoff L = 4: s = 1.311937716
cutoff L = 5: s = 1.311937694
cutoff L = 6: s = 1.311937694
collocation: s = 1.31193769
trial s=1.4: f'' at f'=1 is 0.3754
trial s=1.2: f' at turnover is 0.7774
displacement thickness delta* = 0.568902
momentum thickness theta = 0.247679
delta* + 3 theta = 1.31193769
eta where f' = 0.99: 1.9444
sensitivity ratio L=6 to L=5: 1.22568, law 1.22568
jet diameter 4.0 mm, speed 1.50 m/s
flow rate 1.131 L/min
density 1000 kg/m3, viscosity 0.90 mPa s
strain coefficient c = 0.90, a = 337.5 1/s
jet Reynolds number 6667
length sqrt(nu/a) = 51.64 um
99 percent layer thickness = 100.4 um
shear stress at r=0.25 mm: 1.929 Pa
shear stress at r=0.50 mm: 3.858 Pa
shear stress at r=1.00 mm: 7.717 Pa
shear at 1 mm in other unit: 77.2 dyn/cm2
time-marched shear at 1 mm: 7.717 Pa
fitted powers: a^1.5001, nu^0.4999
start-up time to within 1 percent: 2.61 ms
stagnation pressure: 1125 Pa
wall pressure drop at 1 mm: 57.0 Pa
speed 50 nm above wall, r=1 mm: 0.4286 mm/s
relative bend of profile at 50 nm: 3.69e-04
shear at 1 mm for c=0.8, 1.0: 6.47, 9.04 Pa
shear factor if strain rate doubles: 2.828
outer-flow correction g''(0) = -2.96276
saturation shift at r=1 mm: -5.72 %
saturation shift at r=2 mm: -22.87 %
gravity, 10 mm fall: +9.9 %
surface tension 0.072 N/m; capillary/dynamic pressure 3.2 %
spin 300 rpm: Omega/a = 0.0931
spin shift of radial shear: +0.178 %
tangential/radial shear from spin: 0.0761
hot water, 0.47 mPa s: shear factor 0.723
slow 5 % speed swing: shear swing 7.50 %
```
